# One-Body Exponentials Map Determinants to Determinants: Two Proofs and Auxiliary-Field Use

## Definitions and conventions

Let $a_p^\dagger$, $p=1,\dots,M$, create a fermion in the $p$-th member of a finite orthonormal set of spin orbitals, so that

$$a_pa_q^\dagger+a_q^\dagger a_p=\delta_{pq},\qquad a_pa_q+a_qa_p=0,\qquad a_p|0\rangle=0 .$$

For a column $v$ of $M$ complex numbers, define the creator of the orbital $v$ by

$$a^\dagger(v)=\sum_p v_p\,a_p^\dagger ,$$

which is linear in $v$, without complex conjugation. An $M\times N$ matrix $C$ with columns $c_1,\dots,c_N$ defines the determinant

$$|C\rangle=a^\dagger(c_1)\,a^\dagger(c_2)\cdots a^\dagger(c_N)|0\rangle .$$

The columns need not be orthonormal, so $|C\rangle$ need not have unit norm. They must be linearly independent, since otherwise $|C\rangle=0$.

A one-body operator is

$$K=\sum_{pq}k_{pq}\,a_p^\dagger a_q ,$$

where $k$ is any complex $M\times M$ matrix, Hermitian or not. Capital $K$ acts on many-electron states and small $k$ on columns of length $M$. The claim is

$$\boxed{\;e^{K}|C\rangle=|e^{k}C\rangle\;}$$

as an equality of vectors, including norm and phase. The right side is nonzero: $e^k$ has the inverse $e^{-k}$, so $e^kC$ has the same rank $N$ as $C$.

Adding a constant $\kappa$ to $K$ multiplies the result by $e^{\kappa}$. Pairing terms such as $a_p^\dagger a_q^\dagger$ are excluded. Already on the vacuum, $\exp(\lambda a_1^\dagger a_2^\dagger)|0\rangle=|0\rangle+\lambda a_1^\dagger a_2^\dagger|0\rangle$ mixes particle numbers and is no determinant of the kind defined here.

## First derivation: transforming the creators

This derivation follows what $e^K$ does to each creation operator. The basic commutator comes from moving $a_r^\dagger$ to the left through $a_q$:

$$\begin{aligned}
[a_p^\dagger a_q,a_r^\dagger]
&=a_p^\dagger a_qa_r^\dagger-a_r^\dagger a_p^\dagger a_q\\
&=a_p^\dagger(\delta_{qr}-a_r^\dagger a_q)-a_r^\dagger a_p^\dagger a_q\\
&=\delta_{qr}a_p^\dagger-(a_p^\dagger a_r^\dagger+a_r^\dagger a_p^\dagger)a_q
=\delta_{qr}a_p^\dagger .
\end{aligned}$$

The last bracket vanishes because creators anticommute. Multiplying by $k_{pq}v_r$ and summing gives

$$[K,a^\dagger(v)]=\sum_{pq}k_{pq}v_q\,a_p^\dagger=a^\dagger(kv).$$

Commutation with $K$ therefore turns a creator into another creator, with its orbital multiplied by $k$.

To pass from the commutator to the exponential, define for real $t$

$$F(t)=e^{tK}\,a^\dagger(w_t)\,e^{-tK},\qquad w_t=e^{-tk}v .$$

Since $dw_t/dt=-kw_t$, and $K$ commutes with its own exponential, the product rule gives

$$\frac{dF}{dt}=e^{tK}\left\{[K,a^\dagger(w_t)]-a^\dagger(kw_t)\right\}e^{-tK}=0 .$$

Hence $F(1)=F(0)$, that is, $e^Ka^\dagger(e^{-k}v)e^{-K}=a^\dagger(v)$. This holds for every $v$, so $v$ may be replaced by $e^kv$:

$$e^{K}a^\dagger(v)e^{-K}=a^\dagger(e^{k}v).$$

Now insert $e^{-K}e^{K}=1$ after every creator in $|C\rangle$:

$$e^K|C\rangle=\left[e^Ka^\dagger(c_1)e^{-K}\right]\cdots\left[e^Ka^\dagger(c_N)e^{-K}\right]e^K|0\rangle .$$

Every term of $K$ has an annihilator on the right, so $K|0\rangle=0$. All powers of $K$ beyond the zeroth then vanish on the vacuum, and $e^K|0\rangle=|0\rangle$. Therefore

$$e^K|C\rangle=a^\dagger(e^kc_1)\cdots a^\dagger(e^kc_N)|0\rangle=|e^kC\rangle .$$

## Second derivation: amplitudes of $N$ particles

This derivation works at fixed $N$ and follows the components of the state. For an $N$-electron state $|\Psi\rangle$ define

$$\Psi(p_1,\dots,p_N)=\langle0|a_{p_N}\cdots a_{p_1}|\Psi\rangle .$$

These numbers fix $|\Psi\rangle$: for $p_1<\dots<p_N$ they are its components on the occupation basis $a_{p_1}^\dagger\cdots a_{p_N}^\dagger|0\rangle$.

**Amplitudes of a determinant.** Expanding the creators in $|C\rangle$ leaves the matrix elements $\langle0|a_{p_N}\cdots a_{p_1}a_{q_1}^\dagger\cdots a_{q_N}^\dagger|0\rangle$. For distinct $p_i$ this is $1$ if $q_i=p_i$ for all $i$. It is the sign of the permutation if the $q$'s are a reordering of the $p$'s, and zero otherwise. The sum over reorderings is the definition of a determinant:

$$\langle0|a_{p_N}\cdots a_{p_1}|C\rangle=\det\left[C_{p_ij}\right]_{i,j=1}^N .$$

If two $p$'s coincide, the left side vanishes because $a_pa_p=0$, and the right side vanishes because two rows are equal.

**Action of $K$.** Moving $a_p$ through one term of $K$,

$$[a_p,a_r^\dagger a_q]=(\delta_{pr}-a_r^\dagger a_p)a_q-a_r^\dagger a_qa_p=\delta_{pr}a_q ,$$

because $a_pa_q+a_qa_p=0$. Thus $a_pK=Ka_p+\sum_qk_{pq}a_q$. In $\langle0|a_{p_N}\cdots a_{p_1}K|\Psi\rangle$, move $K$ to the left through all annihilators. Each passage leaves one extra term, and the final term vanishes because $\langle0|a_r^\dagger=0$. The result is

$$(K\Psi)(p_1,\dots,p_N)=\sum_{i=1}^N\sum_qk_{p_iq}\,\Psi(p_1,\dots,q,\dots,p_N),$$

with $q$ in the $i$-th place. On amplitudes, $K$ is the sum $k^{(1)}+\dots+k^{(N)}$, where $k^{(i)}$ acts on the $i$-th index alone.

**Exponentiation.** Operators acting on different indices commute, so the exponential of the sum is the product of the exponentials. With $g=e^k$,

$$(e^K\Psi)(p_1,\dots,p_N)=\sum_{q_1\cdots q_N}g_{p_1q_1}\cdots g_{p_Nq_N}\,\Psi(q_1,\dots,q_N).$$

Insert the amplitudes of $|C\rangle$, written as a sum over permutations $\pi$. Each $q_i$ then occurs in one product only and can be summed separately:

$$\begin{aligned}
(e^K\Psi)(p_1,\dots,p_N)
&=\sum_\pi\mathrm{sgn}(\pi)\prod_{i=1}^N\sum_{q_i}g_{p_iq_i}C_{q_i\pi(i)}\\
&=\sum_\pi\mathrm{sgn}(\pi)\prod_{i=1}^N(gC)_{p_i\pi(i)}
=\det\left[(gC)_{p_ij}\right].
\end{aligned}$$

These are the amplitudes of $|gC\rangle=|e^kC\rangle$, which proves the theorem again.

## What each derivation assumes

Both use the canonical anticommutators, a vacuum annihilated by every $a_p$, and a $K$ that conserves particle number. They differ in the rest.

**Particle number.** The first derivation proves an operator identity for $a^\dagger(v)$ that does not mention $N$, and the vacuum enters at the last step. The second fixes $N$ from the start and needs the correspondence between states and amplitudes.

**Inverse.** The first uses $e^{-K}$ and $e^{-k}$, which exist for every finite matrix. The second uses the forward exponential alone; the inverse serves just to show that the result is nonzero. This matters if one leaves the finite basis. For kinetic energy $h$ in continuous space, $e^{-\tau h}$ with $\tau>0$ is bounded while $e^{\tau h}$ is not. The factorized form of the second derivation is then the natural starting point, though the questions of operator domains are not treated here.

**Where a two-body term breaks the argument.** In the first derivation, the commutator of $a_p^\dagger a_q^\dagger a_sa_r$ with a creator contains products of three operators, so a creator is not turned into a creator. In the second, the exponent couples two indices and its exponential need not factorize. Neither remark proves that the result is never a determinant; the dimer below gives a case where it is not.

**Orthonormality.** If the basis has overlap matrix $S$, with $a_pa_q^\dagger+a_q^\dagger a_p=S_{pq}$, the first commutator becomes $[a_p^\dagger a_q,a_r^\dagger]=S_{qr}a_p^\dagger$. The first derivation then goes through with $k$ replaced by $kS$, giving $e^K|C\rangle=|e^{kS}C\rangle$. In the second, the amplitudes become minors of $SC$ and the matrix acting on them becomes $Sk$. Since $e^{Sk}S=Se^{kS}$ term by term in the series, the two agree.

## Consequences needed in a calculation

**Products.** Applying the theorem twice gives

$$e^{K_1}e^{K_2}|C\rangle=|e^{k_1}e^{k_2}C\rangle .$$

The matrices need not commute, and their order must be kept. If $k$ is anti-Hermitian, $e^k$ is unitary and orthonormal columns stay orthonormal. For an imaginary-time factor $k=-\tau h$ with Hermitian $h$, $k$ is Hermitian instead, $e^k$ is not unitary, and norms and angles between orbitals can change.

**Overlaps.** Summing over all index strings counts each occupation $N!$ times, so

$$\begin{aligned}
\langle C|D\rangle&=\frac1{N!}\sum_{p_1\cdots p_N}\det[C_{p_ij}]^*\det[D_{p_ij}]\\
&=\frac1{N!}\sum_{\pi\sigma}\mathrm{sgn}(\pi)\,\mathrm{sgn}(\sigma)\prod_i(C^\dagger D)_{\pi(i)\sigma(i)}
=\det(C^\dagger D).
\end{aligned}$$

For each $\pi$ the sum over $\sigma$ gives the same determinant, which cancels the $N!$.

**Reorthonormalization.** For an $N\times N$ matrix $R$, the amplitudes of $|CR\rangle$ are $\det[C_{p_ij}]\det R$, so $|CR\rangle=\det(R)\,|C\rangle$. After factorizing $C=QR$ with orthonormal $Q$, one may continue with $Q$ and keep $\det R$ as a number.

**Thouless theorem.** There is a converse. Let $C_o$ hold $N$ orthonormal occupied columns and $C_v$ the $M-N$ orthonormal virtual columns that complete them. Let $|D\rangle$ be a determinant with $\det(C_o^\dagger D)\neq0$, and set

$$z=C_v^\dagger D\,(C_o^\dagger D)^{-1},\qquad k=C_vzC_o^\dagger .$$

Because $C_o^\dagger C_v=0$, we have $k^2=0$ and $e^k=1+k$, so $e^kC_o=C_o+C_vz$. Completeness, $C_oC_o^\dagger+C_vC_v^\dagger=1$, gives

$$D(C_o^\dagger D)^{-1}=(C_oC_o^\dagger+C_vC_v^\dagger)D(C_o^\dagger D)^{-1}=C_o+C_vz .$$

The two matrices are equal. Using the rule for $|CR\rangle$,

$$|D\rangle=\det(C_o^\dagger D)\,e^K|C_o\rangle .$$

A determinant not orthogonal to the reference is thus reached by occupied-to-virtual terms alone, apart from a factor. If the overlap vanishes this form is impossible: the upper block $C_o^\dagger(C_o+C_vz)$ is the unit matrix, so $e^K|C_o\rangle$ has overlap $1$ with $|C_o\rangle$ for every $z$.

## From two-body to one-body exponentials

Suppose an interaction contains the square of a one-body operator $V$. For any one-body operator $A$ in the finite space,

$$e^{A^2/2}=\int_{-\infty}^{\infty}\frac{dx}{\sqrt{2\pi}}\,e^{-x^2/2}e^{xA}.$$

To see this, expand $e^{xA}$. Odd powers of $x$ integrate to zero, and the Gaussian average of $x^{2n}$ is $(2n)!/(2^nn!)$. The term $x^{2n}A^{2n}/(2n)!$ therefore becomes $(A^2/2)^n/n!$. Sum and integral may be exchanged because $e^{-x^2/2+|x|\|A\|}$ is integrable.

With $A=i\sqrt{\Delta\tau}\,V$ the left side is $e^{-\Delta\tau V^2/2}$. For each value of the auxiliary field $x$, the theorem sends one determinant to one determinant. The integral over $x$ is a superposition of determinants.

For on-site repulsion with $U>0$ a two-valued field suffices:

$$e^{-\Delta\tau Un_\uparrow n_\downarrow}=\frac12\sum_{s=\pm1}e^{\gamma s(n_\uparrow-n_\downarrow)-\Delta\tau U(n_\uparrow+n_\downarrow)/2},\qquad \cosh\gamma=e^{\Delta\tau U/2}.$$

All operators here are diagonal in the occupations, so four cases decide. The empty site gives $1$ on both sides. A single electron gives $e^{-\Delta\tau U/2}\cosh\gamma=1$ for either spin. Double occupation gives $e^{-\Delta\tau U}$.

## A dimer followed through one step

Take two sites with one electron of each spin and

$$H=T+W,\quad T=-t\sum_\sigma(a_{1\sigma}^\dagger a_{2\sigma}+a_{2\sigma}^\dagger a_{1\sigma}),\quad W=U\sum_{i}n_{i\uparrow}n_{i\downarrow}.$$

The parameters are $t=1$, $U=4t$ and $\Delta\tau=0.1/t$; energies are in $t$. Both electrons start in the bonding orbital $b=(1,1)/\sqrt2$; the antibonding one is $\bar b=(1,-1)/\sqrt2$. One step is the symmetric splitting $e^{-\Delta\tau T/2}e^{-\Delta\tau W}e^{-\Delta\tau T/2}$.

**Matrices.** The hopping matrix is $-t$ times the site exchange, whose square is $1$. The half-hop matrix therefore has diagonal $\cosh0.05=1.001250$ and off-diagonal $\sinh0.05=0.050021$. It multiplies $b$ by $e^{0.05}$ and $\bar b$ by $e^{-0.05}$. From $\cosh\gamma=e^{0.2}$ follows $\gamma=0.653733$. For the field $(s_1,s_2)=(+1,-1)$ the up-spin factors on the two sites are

$$f_1=e^{\gamma-0.2}=1.574178,\qquad f_2=e^{-\gamma-0.2}=0.425822 .$$

Their sum is $2e^{-0.2}\cosh\gamma=2$.

**Orbitals.** The first half hop turns $b$ into $(0.743361,\,0.743361)$, and the field turns this into $(1.170182,\,0.316540)$. The second half hop gives

$$\begin{aligned}
u_1&=1.001250\times1.170182+0.050021\times0.316540=1.18748,\\
u_2&=0.050021\times1.170182+1.001250\times0.316540=0.37547 .
\end{aligned}$$

The down electron sees the opposite field, so its orbital is $d=(0.37547,\,1.18748)$. The field has pushed the spins to opposite sites, and the state is still one determinant. Opposite spins are orthogonal, so its norm is $|u||d|=1.18748^2+0.37547^2=1.5511$.

**Overlap and Thouless amplitude.** The overlap with the start is $(b\cdot u)(b\cdot d)$. Each factor is $e^{0.05}\,\tfrac12(f_1+f_2)\,e^{0.05}=e^{0.1}$, so the overlap is $e^{0.2}=1.2214$. The up-spin amplitude for $b\to\bar b$ is

$$z_\uparrow=\frac{\bar b\cdot u}{b\cdot u}=\frac{1.18748-0.37547}{1.18748+0.37547}=0.5195,$$

and $z_\downarrow=-0.5195$.

**Average over fields.** The field $(-1,+1)$ exchanges the sites and has the same overlap. For $(+1,+1)$ and $(-1,-1)$ the factors are uniform for each spin, and the overlap is $e^{0.2}f_1f_2=e^{0.2}e^{-0.4}=0.8187$. The mean of the four is $1.0201$, which agrees with direct propagation in Fock space.

The antibonding component follows in the same way. For $(+1,-1)$, $\bar b\cdot u=e^{-0.05}\tfrac12(f_1-f_2)e^{0.05}=0.5742$ and $\bar b\cdot d=-0.5742$. The field $(-1,+1)$ gives the same product, and the uniform fields give zero. The mean is $-\tfrac12(0.5742)^2=-0.1648$. Mixed terms with one electron in $b$ and one in $\bar b$ cancel between $(+1,-1)$ and $(-1,+1)$. The averaged state is

$$|\Psi\rangle=1.0201\,|bb\rangle-0.1648\,|\bar b\bar b\rangle ,$$

where the first letter is the up-spin orbital. This is not a determinant. The antisymmetric matrix of two-electron amplitudes of $a^\dagger(c_1)a^\dagger(c_2)|0\rangle$ is $c_1c_2^T-c_2c_1^T$, of rank at most $2$. Here the up-down block has two nonzero singular values, so the full matrix has rank $4$.

**Energy.** On $|bb\rangle$ and $|\bar b\bar b\rangle$ the hopping energies are $-2t$ and $+2t$. Both states have amplitude $\tfrac12$ for double occupation of each site, so every matrix element of $W$ between them is $U(\tfrac14+\tfrac14)=2$. Thus $\langle bb|H|bb\rangle=0$ and $\langle bb|H|\bar b\bar b\rangle=2$, and after one step the mixed estimate, with the starting state as the bra, is

$$E=\frac{\langle bb|H|\Psi\rangle}{\langle bb|\Psi\rangle}=\frac{2\times(-0.1648)}{1.0201}=-0.323 .$$

This is not the expectation value of $H$ in $|\Psi\rangle$, which is $-0.528$. For unsplit propagation, $e^{-\tau H}=e^{-\tau H/2}e^{-\tau H/2}$ commutes with $H$, so the mixed estimate at $\tau$ equals the expectation value at $\tau/2$. All energies in the table are mixed estimates.

Further steps multiply the number of field paths by four each time. Since $(+1,+1)$ and $(-1,-1)$ only rescale the state, both by the same factor, the $4^n$ paths give at most $3^n$ distinct determinants. Summing all of them gives:

| $\tau t$ | field paths | $E/t$, field sum | $E/t$, unsplit $e^{-\tau H}$ |
|---|---|---|---|
| 0.1 | 4 | −0.3232 | −0.3261 |
| 0.3 | 64 | −0.6483 | −0.6560 |
| 0.6 | 4096 | −0.7854 | −0.7960 |

The mixed states $|b\bar b\rangle$ and $|\bar bb\rangle$ have hopping energy $0$ and double-occupation amplitudes $+\tfrac12,-\tfrac12$. So $W$ couples them to $|bb\rangle$ and $|\bar b\bar b\rangle$ by $U(\tfrac14-\tfrac14)=0$, and within their own block every element of $H$ is $2$, giving levels $0$ and $4$. In the basis $|bb\rangle,|\bar b\bar b\rangle$, with $\langle\bar b\bar b|H|\bar b\bar b\rangle=2+2=4$, the ground energy for one electron of each spin is therefore the lower eigenvalue of $\begin{pmatrix}0&2\\2&4\end{pmatrix}$, which is $2-\sqrt8=-0.8284$. At $\tau=0.6/t$ the mixed estimate of the unsplit propagation is still $0.032\,t$ above it, because the projection is unfinished. The field sum lies a further $0.011\,t$ higher. That difference is due to the splitting of $T$ and $W$, since the field sum reproduces the split propagation in Fock space within rounding. The splitting error of one step, measured as the Frobenius norm of $e^{-\Delta\tau T/2}e^{-\Delta\tau W}e^{-\Delta\tau T/2}-e^{-\Delta\tau H}$ in Fock space, behaves as third order in the step: halving the step from $0.01/t$ to $0.005/t$ reduced it by a factor $7.92$, close to $2^3$.

The theorem itself was checked in an explicit Fock space of six orbitals and three electrons with a random complex, non-Hermitian $k$; the two sides agreed to a relative deviation of about $10^{-15}$.

The exponential growth of the number of field paths, $4^n$ for $n$ steps on two sites and $2^{Ln}$ on $L$ sites, is why auxiliary-field Monte Carlo samples the fields instead of summing over them. Each sampled path costs products of $M\times M$ matrices with $C$, and in exact arithmetic the theorem guarantees that $C$ alone describes the state on that path. In floating point, with several electrons per spin, the columns of $C$ become nearly linearly dependent on long paths and the state is lost, so one reorthonormalizes along the way and keeps $\det R$. The theorem also says nothing about the sign of a path's overlap with the reference, which can be negative on larger lattices.

## Computed values

```
General tests: 6 orbitals, 3 electrons, relative deviations
rotation of one creator: 7.4e-16
exp(K)|C> against |exp(k)C>: 7.0e-16
two non-commuting factors: 1.5e-15
same with the order reversed: 0.92
Thouless form of a second determinant: 1.9e-15
Gaussian field sum, 50 nodes: 5.1e-16
Dimer: t = 1.0, U = 4.0 t, dtau = 0.1 /t
gamma = 0.653733
half-hop matrix: diagonal 1.001250, off-diagonal 0.050021
Field (+1,-1), one step:
up field factors: 1.574178, 0.425822
start orbital: 0.707107, 0.707107
up after first half hop: 0.743361, 0.743361
up after field: 1.170182, 0.316540
up after full step: 1.187479, 0.375469
down after full step: 0.375469, 1.187479
norm of new determinant: 1.551083
overlap with start: 1.221403
Thouless amplitudes: up 0.519537, down -0.519537
overlap for field (+1,+1): 0.818731
overlap for field (+1,-1): 1.221403
overlap for field (-1,+1): 1.221403
overlap for field (-1,-1): 0.818731
mean overlap over fields: 1.020067
Fock-space overlap: 1.020067
singular values of averaged state: 1.020067, 0.164840
tau (1/t), determinants, E field sum (t), E exact propagation (t)
0.0, 1, 0.000000, -0.000000
0.1, 4, -0.323194, -0.326124
0.2, 16, -0.526100, -0.531753
0.3, 64, -0.648292, -0.656018
0.4, 256, -0.720041, -0.729197
0.5, 1024, -0.761547, -0.771637
0.6, 4096, -0.785351, -0.796032
exact ground energy: -0.828427 t
one-step splitting error ratio, dtau 0.01 to 0.005: 7.921
```
